Linear Area Decay of an Attachment-Limited Adatom Island, part 2

A circular island one atomic layer high loses atoms from its edge to the surrounding terrace. The question is when its area falls at a constant rate. The island has radius R, area A = πR² and N = A/Ω atoms, where Ω is the area per atom. The index 0 marks starting values, except in c0, the adatom density (number per unit area) in equilibrium with a straight step.

The edge free energy per unit length is γ, and F is the total edge free energy. For the circle, with γ the same in all directions,

dF/dN = γΩ/R. (1)

D is the adatom diffusion coefficient. An edge next to density c captures κc atoms per unit length and time, and d = D/κ. Straight sink steps with the same κ lie at radius L. kB is the Boltzmann constant and T the temperature. The capillary length is Rc = Ωγ/(kB T), and x = Rc/R. The adatoms are dilute. The example uses nm, s and eV.

In a steady field, the number of atoms leaving per unit time is

J = 2πc0(eˣ − 1) / [1/(κR) + ln(L/R)/D + 1/(κL)]. (7)

With

K = 2πΩκc0Rc = 2πΩ²κc0γ/(kB T), (8)

the area obeys

dA/dt = −K · [(eˣ − 1)/x] / [1 + (R/d) ln(L/R) + R/L]. (9)

The conditions of section 7 are R ln(L/R) ≪ d (attachment control), R ≪ L and x ≪ 1. They give the linear law

dA/dt = −K, A(t) = A0 − Kt. (10)

Under diffusion control and for small x,

dA/dt = −Kd/[R ln(L/R)] = −2πΩDc0Rc/[R ln(L/R)]. (11)

If the background density is c0(1 + σ), then under attachment control and for small x

dA/dt = −2πΩκc0(Rc − σR) = −K(1 − σR/Rc). (12)

A stray flux of f atoms per unit area and time reduces the drive c0(eˣ − 1) by fB, so σ = fB/c0, with

B = (L² − R²)/(2κL) + [(L² − R²)/4 − (R²/2) ln(L/R)]/D. (15)

### 13. The scatter between individual islands

Equation (9) describes an average. In reality atoms leave and return one by one. Let a be the rate of capture and b the rate of release for the whole edge, with b > a, and treat both as constant during one net loss, the passage from N to N − 1 atoms. Let this passage have mean m and variance V.

The waiting time for the first event has mean 1/(a + b) and variance 1/(a + b)². With probability p = a/(a + b) the event is a capture, and then two net losses are still needed. The mean therefore obeys

m = 1/(a + b) + 2pm.

Since 1 − 2p = (b − a)/(a + b), this gives m = 1/(b − a).

The variance has three parts: that of the waiting time, that of the two further passages when they occur, and that caused by the uncertainty whether they occur. The remaining mean time is 2m with probability p and zero otherwise, so the third part is 4m²p(1 − p). Thus

V = 1/(a + b)² + 2pV + 4m²p(1 − p).

With p(1 − p) = ab/(a + b)² and m = 1/(b − a),

V(b − a)/(a + b) = [(b − a)² + 4ab]/[(a + b)²(b − a)²] = 1/(b − a)²,

because (b − a)² + 4ab = (a + b)². Hence

V = (a + b)/(b − a)³. (16)

Under attachment control and for small x, both a and b are close to G = 2πRκc0, while their difference is v = Gx = 2πκc0Rc = K/Ω. So V ≈ 2G/v³. Successive passages are independent, and their variances add. With G = G0(N/N0)^(1/2),

variance of lifetime ≈ (2G0/v³) ∫ (N/N0)^(1/2) dN = 4G0N0/(3v³), N from 0 to N0.

Division by the square of the mean lifetime N0/v gives 4G0/(3vN0). Since G0/v = 1/x0 = R0/Rc,

relative standard deviation of lifetime ≈ [4R0/(3RcN0)]^(1/2). (17)

With N0 = πR0²/Ω this falls as R0^(−1/2). The scatter is large compared with 1/√N0 because the net loss is a small difference between two large rates.

Treating a and b as locally constant is poor for the last few atoms, which contribute little to the sum. The linear law itself refers to the mean over many islands before the first ones vanish. Later, the mean area at a fixed time is rounded off by the spread of lifetimes.

### 14. Islands that are not circles

Now let γ depend on the direction of the edge, so that the equilibrium shape is not a circle. The island keeps this shape while it shrinks if atoms move along the edge fast enough to hold the whole edge at one chemical potential. The edge free energy F is then proportional to √N, and

dF/dN = F/(2N).

For small excess, the outflow is κc0 times the perimeter P times F/(2NkB T), so

dA/dt = −Ωκc0PF/(2NkB T). (18)

Both P and F grow as √N, and their product cancels the N in the denominator. The rate remains constant. For a circle, P = 2πR, F = 2πRγ and N = πR²/Ω turn (18) back into −K. At equal area and equal F, another shape changes K by the ratio of the perimeters.

### 15. Worked example: parameters

Take an island of radius R0 = 20 nm at 700 K with sink steps at L = 1000 nm. The material parameters are rough values in the regime of Ge(001): lattice constant 0.566 nm, edge free energy 0.10 eV/nm, adatom formation energy 0.40 eV, migration energy 0.70 eV and attempt rate 10¹³ 1/s. An additional barrier of 0.50 eV for attachment is a model choice, made to place the example under attachment control.

The thermal energy is kB T = 0.06032 eV. One layer of the (001) surface has the area per atom

Ω = (0.566 nm)²/2 = 0.1602 nm², √Ω = 0.4002 nm.

The straight-step density follows from the formation energy:

c0 = exp(−0.40/0.06032)/Ω = 1.319×10⁻³/(0.1602 nm²) = 8.23×10⁻³ 1/nm².

For hops of length √Ω on a surface, D is one quarter of the hop rate times Ω:

D = (0.1602 nm²)(10¹³ 1/s)/4 · exp(−0.70/0.06032) = 3.65×10⁶ nm²/s.

The attachment coefficient is modelled as D/√Ω reduced by the additional barrier:

κ = (3.654×10⁶/0.4002) exp(−0.50/0.06032) nm/s = 2294 nm/s.

Hence d = D/κ = 1593 nm. The capillary length is

Rc = 0.1602 × 0.10/0.06032 nm = 0.266 nm,

and x0 = Rc/R0 = 0.0133.

### 16. Worked example: the decay

From (8),

K = 2π × 0.1602 × 2294 × 8.232×10⁻³ × 0.2655 nm²/s = 5.05 nm²/s.

The starting area is A0 = π(20 nm)² = 1257 nm², so the lifetime is

A0/K = 249 s, or about 4.2 min.

The net loss is K/Ω = 31.5 atoms per second. It is the difference between release and capture rates that are both near 2400 atoms per second at the start.

The fuller rate (9) includes diffusion, the sink and the complete exponential. At the start, the diffusion term is (20/1593) ln 50 = 0.049, the sink term is 20/1000 = 0.020, and the capillary factor is 1.0067. The rate relative to K is

1.0067/(1 + 0.049 + 0.020) = 0.942.

The times to reach given fractions of A0 are:

- 0.75 A0: 62.2 s by the linear law, 65.8 s by (9)
- 0.50 A0: 124.5 s by the linear law, 131.1 s by (9)
- 0.25 A0: 186.7 s by the linear law, 195.5 s by (9)
- complete loss: 249.0 s by the linear law, 257.8 s by (9)

The four quarters of the area take 65.8, 65.2, 64.4 and 62.3 s by (9). They become shorter because the diffusion and sink terms fall with R while the capillary factor rises.

The longer total follows from a first-order average over area. With s = R/R0, the weight is 2s ds from 0 to 1, for which s averages to 2/3, 1/s to 2, and −s ln s to 2/9. The three corrections to the lifetime, relative to A0/K, are

diffusion: (R0/d)[(2/3) ln(L/R0) + 2/9] = 0.0355,
sink: (2/3)R0/L = 0.0133,
capillarity: −(Rc/2)(2/R0) = −0.0133.

Their sum is 0.036, and the integration of (9) gives 0.035.

The capillary factor alone reaches 1.10 at R = 1.41 nm. By then the area is (1.41/20)² = 0.5 % of A0.

### 17. Numerical tests of the rate and of the scatter

The steady terrace equation was solved on a radial grid for R = 20 and 10 nm, with and without the additional barrier, and with and without a stray source. In all eight cases the outflow agreed with the resistance formula, including (15), to within 0.1 %.

The same solutions show what the barrier does. When the radius is halved, the area rate changes by a factor of 1.036 with the barrier. With the barrier removed at both the island and the sink, and all else fixed, the factor is 1.70. The diffusion limit (11) predicts 2 ln 50/ln 100 = 1.70.

For the scatter, (17) gives

[4 × 20/(3 × 0.2655 × 7845)]^(1/2) = 0.113.

A separate calculation treated the island atom by atom, from N0 = 7845 down to 5 atoms. Capture was proportional to the perimeter, and release followed from detailed balance with the edge energy 2πRγ. Diffusion and sink resistance were left out. The mean lifetime was 247.9 s, against 249.0 s from the linear law. This closeness is partly a cancellation. Capillarity shortens the lifetime by 1.3 %, to 245.7 s. Detailed balance ties release from N atoms to capture at N − 1 atoms, which lowers the net loss by G/(2N), a fraction 1/(2Nx), and lengthens the lifetime by about 1 %. The mean time to lose half the atoms was 124.2 s, against 124.5 s. The relative spread was 11.4 %, close to the 11.3 % of (17).

With the terrace density held fixed at c0, a single island of this size thus has a lifetime of about 249 s with a standard deviation near 28 s. In this example the scatter exceeds the corrections that diffusion, the sink and capillarity make to the lifetime. Averaging 100 independent islands would reduce the standard error of the mean to about 1.1 %.

### 18. Other neglected effects

**Stray deposition.** By (12), the initial rate falls by 10 % when σ = 0.1x0 = 0.13 %. From (15), B = 0.218 s + 0.068 s = 0.286 s. The flux that causes this offset is 0.1x0c0/B, which is 6.1×10⁻⁶ layers per second, or one layer in about two days. In this model, with L and T held fixed, a residual flux must stay well below this value for the linear law to describe the initial decay. Direct landing on the island adds 6.1×10⁻⁶ × 7845 = 0.05 atoms per second, which is small beside the net loss of 31.5.

**Desorption.** With a rough sublimation energy of 3.9 eV, an adatom needs 3.9 − 0.4 = 3.5 eV to leave the surface. The resulting change of the initial rate is about 10⁻¹¹ of K.

**Terrace relaxation.** The slowest relaxation time of the terrace density around a fixed 20 nm island is 0.25 s. This is 0.1 % of the lifetime, so the steady field is a good approximation.

**Shape.** An ellipse with axes in the ratio 2:1 has a perimeter 1.09 times that of the circle of equal area. By (18), K is then 9 % larger if the total edge free energy F is the same.

**Temperature.** In K, the factor κc0 contains the energies 0.40, 0.70 and 0.50 eV, and Rc contains 1/T. With γ held fixed,

(1/K) dK/dT = [1.60/0.06032 − 1]/(700 K) = 3.65 % per kelvin.

An error of 5 K changes K by about +20 % or −17 %, depending on its sign, which is more than the scatter of a single lifetime. It changes the slope but not the linearity.

### 19. The model beside real Ge(001)

The lattice constant is typical of germanium. The energies are rough. K is proportional to the edge energy and depends exponentially on the formation energy, the migration energy and the attachment barrier: an error of 0.1 eV in the sum of these three changes K by exp(0.1/0.06032), a factor of about 5. The lifetime of a few minutes therefore belongs to the chosen inputs and is not a prediction for a real sample, even to an order of magnitude.

The model treats the surface as isotropic, which real Ge(001) is not. Its surface has dimer rows. The unit exchanged with steps may be a dimer rather than a single atom, which would change Ω and the meaning of c0 and D. The surface stress is anisotropic and rotates from one layer to the next, which adds an elastic term, logarithmic in island size, to the edge energy, so γ is not strictly independent of R as assumed in (1). Adatoms diffuse at different rates along and across them, and steps in the two directions differ in energy and in exchange with adatoms. The circle is an idealization, and the 9 % found for the ellipse covers the perimeter effect alone. The attachment barrier is the more serious assumption, since 0.50 eV is not a measured value and may be far from the real one. Without it, κ would be larger by d/√Ω = 1593/0.4002, a factor of about 3980. By (9) the initial rate would then be limited by diffusion, with a denominator of about 197, and would be some 3980/197 ≈ 20 times the present K. The area would no longer fall linearly.

A measured decay can test whether attachment is slow, though it does not give the value of the barrier. Under the conditions of section 7, the mean area of islands with different starting sizes falls with one common slope until the first islands vanish. Under diffusion control, the slope becomes steeper as the islands shrink. In such a comparison, the offset σ of the background must be small compared with x. By (12), an offset bends the curve under attachment control. Under diffusion control, a negative offset can make the curve nearly straight: for small x the rate is then proportional to (x − σ)/ln(L/R), which varies only slowly with R when −σ ≫ x. The values used here are collected in the numerical output.

Computed results

```
temperature: 700 K
lattice constant (rough): 0.566 nm
edge free energy (rough): 0.10 eV/nm
adatom formation energy (rough): 0.40 eV
migration energy (rough): 0.70 eV
additional attachment barrier (model): 0.50 eV
sublimation energy (rough): 3.9 eV
attempt rate (rough): 1.0e+13 1/s
initial radius R0: 20.0 nm
sink radius L: 1000 nm
thermal energy kB T: 0.06032 eV
area per atom Omega: 0.1602 nm2
atom spacing sqrt(Omega): 0.4002 nm
straight-step density c0: 8.2324e-03 1/nm2
adatom coverage Omega c0: 1.319e-03
diffusion coefficient D: 3.654e+06 nm2/s
attachment coefficient kappa: 2294.1 nm/s
kinetic length d = D/kappa: 1592.7 nm
capillary length Rc: 0.2655 nm
initial Rc/R0: 0.01328
initial area A0: 1256.6 nm2
initial number of atoms N0: 7845
linear area rate K: 5.047 nm2/s
linear net atom loss K/Omega: 31.51 1/s
one-way capture rate at R0: 2373.3 1/s
linear lifetime A0/K: 249.0 s = 4.15 min
time to area 0.75 A0, linear; fuller: 62.2; 65.8 s
time to area 0.50 A0, linear; fuller: 124.5; 131.1 s
time to area 0.25 A0, linear; fuller: 186.7; 195.5 s
fuller-rate lifetime: 257.8 s
fuller/linear lifetime: 1.0353
fuller/linear rate at R0: 0.9416
diffusion/edge resistance at R0: 0.0491
outer/island edge resistance at R0: 0.0200
capillary rate excess at R0: 0.667 %
radius for 10 % capillary excess: 1.41 nm
rate(R0/2)/rate(R0), slow attachment: 1.0360
rate(R0/2)/rate(R0), no added barrier: 1.7043
atom-chain mean lifetime: 247.9 s
atom-chain mean time to N0/2: 124.2 s
atom-chain relative lifetime spread: 11.41 %
formula relative lifetime spread: 11.31 %
terrace relaxation time: 0.246 s
background offset for 10 % slowing: 0.1328 %
stray flux for 10 % slowing: 6.121e-06 layers/s
relative rate change by desorption: 1.36e-11
2:1 ellipse/circle perimeter, equal area: 1.0903
relative change of K per kelvin: 3.65 %/K
```
